# Constrained Newton steps, multipliers as slopes, and the Lagrangian Hessian, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a circle to the bordered system

### The decision

Suppose a calculation holds one interatomic distance at a series of values and relaxes everything else. At each value a program that takes Newton steps needs a second-derivative matrix, both to propose the next geometry and to decide whether the relaxed geometry is a minimum. The ordinary energy Hessian is the obvious candidate. One must also decide how to obtain the slope of the resulting energy curve: by differencing neighbouring points, or from a quantity already available at a single point.

Both decisions depend on the same fact. At a constrained minimum the energy gradient is generally not zero; the constraint balances it. If the constraint surface is curved, a displacement along it must bend in the directions in which the surface curves, and the remaining gradient does work along the bend. The energy Hessian does not contain this work. The strength of the balancing force, on the other hand, is the slope of the energy curve. I begin with a case in which both statements can be checked by hand.

### A particle on a circle

Let a particle in a plane have energy $E=Fx$ with $F>0$, and let its distance $r$ from the origin be held at $s$. Energies are in Ry and lengths in bohr. With $x=s\cos\varphi$ the energy on the circle is

$$E(\varphi)=Fs\cos\varphi .$$

Its derivative $-Fs\sin\varphi$ vanishes at $\varphi=\pi$ and $\varphi=0$. Measured in arc length $t=s\varphi$, the curvature is

$$\frac{d^2E}{dt^2}=\frac{1}{s^2}\frac{d^2E}{d\varphi^2}=-\frac{F}{s}\cos\varphi .$$

This is $+F/s$ at $\varphi=\pi$, a minimum, and $-F/s$ at $\varphi=0$, a maximum. The energy Hessian $H$ is zero everywhere, because $E$ is linear in $x$. It cannot tell the two points apart.

Now repeat the calculation with a multiplier. The gradient of $r$ is the unit vector $\mathbf n=(x,y)/r$. At a stationary point the energy gradient must be parallel to it, so $(F,0)=\lambda\mathbf n$. At the minimum $\mathbf n=(-1,0)$ and therefore $\lambda=-F$. The second derivatives of $r$ follow from $\partial_i r=x_i/r$:

$$\partial_j\partial_i r=\frac{\delta_{ij}}{r}-\frac{x_i}{r^2}\frac{x_j}{r}=\frac{\delta_{ij}-n_in_j}{r}.$$

Along the tangent this matrix has the value $1/s$. Subtracting $\lambda$ times it from $H=0$ gives the tangent curvature $-\lambda/s=F/s$, which is correct. At the maximum $\lambda=+F$ and the same expression gives $-F/s$, also correct.

The energy of the minimum is $E^*(s)=-Fs$, whose slope is $-F=\lambda$. The sign has a direct meaning: the energy falls as the radius grows, so the particle pushes outward, and an external agent must push inward to hold it. Thus $\lambda$ is the external force along increasing $s$, and the system's own force along $s$ is $-\lambda$.

For $F=0.1$ Ry/bohr and $s=2$ bohr, the minimum has $\lambda=-0.1$ Ry/bohr and tangent curvature $0.1/2=0.05$ Ry/bohr$^2$. Two limits show where the correction comes from. As $s\to\infty$ at fixed $F$, the circle becomes locally straight and the correction $F/s$ vanishes. As $F\to0$ at fixed $s$, no force remains to do work along the bend, and the correction vanishes again.

### Stationary points with several constraints

Let $x$ denote $n$ coordinates, and let there be $m$ constraints $c_a(x)=s_a$. Define

$$g=\nabla E,\qquad H=\nabla\nabla E,\qquad A_{ai}=\frac{\partial c_a}{\partial x_i}.$$

I assume that $E$ and the $c_a$ have continuous third derivatives near the point of interest, and that $A$ has full row rank $m$. The rank condition says that no constraint is redundant to first order. By the implicit function theorem, every vector $v$ with $Av=0$ is then the velocity of some curve that satisfies the constraints.

The energy is stationary on the constraint surface when $g^Tv=0$ for all such $v$. A vector orthogonal to the null space of $A$ lies in the span of the rows of $A$. Hence

$$g=A^T\lambda,\qquad c(x)=s. \tag{1}$$

Full rank makes the numbers $\lambda_a$ unique. Equations (1) are also the stationarity conditions of the Lagrangian

$$L(x,\lambda)=E(x)-\sum_a\lambda_a\,[c_a(x)-s_a].$$

The minus sign in $L$ is a convention. With a plus sign every multiplier below would change sign.

### The Newton step

Away from the solution, equations (1) have residuals $g-A^T\lambda$ and $c-s$. Newton's method changes $x$ by $dx$ and $\lambda$ by $d\lambda$ so that the linearized residuals vanish. The first residual has components $g_i-\sum_a\lambda_a\partial_ic_a$, and its first-order change is

$$\sum_jH_{ij}dx_j-\sum_{a,j}\lambda_a(\partial_i\partial_jc_a)\,dx_j-\sum_aA_{ai}\,d\lambda_a .$$

The second term is there because the constraint normals turn when $x$ moves. It combines with the first into the Lagrangian Hessian

$$W=H-\sum_a\lambda_a\nabla\nabla c_a. \tag{2}$$

The linearized equations are therefore

$$g-A^T\lambda+W\,dx-A^Td\lambda=0,\qquad c-s+A\,dx=0 .$$

With the new multiplier $\lambda_+=\lambda+d\lambda$, the two terms containing $A^T$ merge, and

$$W\,dx-A^T\lambda_+=-g,\qquad A\,dx=s-c .$$

Taking $-\lambda_+$ as the unknown makes the matrix symmetric:

$$\underbrace{\begin{pmatrix}W&A^T\\A&0\end{pmatrix}}_{K}\begin{pmatrix}dx\\-\lambda_+\end{pmatrix}=\begin{pmatrix}-g\\s-c\end{pmatrix}. \tag{3}$$

This is the bordered Hessian system. The old multiplier has left the right-hand side but is still needed inside $W$.

The simplest limit is to hold one coordinate, $c=x_1$. Then $W=H$, because $c$ is linear, and $A=(1,0,\dots,0)$. The second row of (3) gives $dx_1=s-x_1$, so the constraint is met in one step. The rows for the remaining coordinates $x_r$ give

$$H_{rr}\,dx_r=-g_r-H_{r1}\,dx_1 ,$$

which is the ordinary Newton step for the free coordinates, with their gradient corrected for the move of $x_1$. The row for $x_1$ gives $\lambda_+=g_1+(H\,dx)_1$, the gradient component predicted at the new point.

### When the step exists

Let the columns of $Z$ be an orthonormal basis of the null space of $A$, so that $AZ=0$. Suppose $K$ annihilates a vector $(u,v)$:

$$Wu+A^Tv=0,\qquad Au=0 .$$

The second equation means $u=Zp$. Multiplying the first by $Z^T$ removes $A^Tv$, because $Z^TA^T=(AZ)^T=0$, and leaves $Z^TWZ\,p=0$. If $Z^TWZ$ is nonsingular, then $p=0$ and $u=0$. What remains is $A^Tv=0$, and full rank gives $v=0$. So $K$ is nonsingular when $A$ has full rank and $Z^TWZ$ is nonsingular. The full matrix $W$ may be singular, which will matter for molecules that are free to rotate.

The signs of the eigenvalues of $K$ also carry information. Let the orthonormal columns of $Y$ span the rows of $A$, write $u=Yy+Zp$, and set $B=AY$, an invertible $m\times m$ matrix. The quadratic form of $K$ is

$$y^TW_{YY}y+2y^TW_{YZ}p+p^TW_{ZZ}p+2v^TBy ,$$

where $W_{YZ}=Y^TWZ$ and so on. Replace $v$ by a new variable $w$ through

$$B^Tv=w-\tfrac12W_{YY}y-W_{YZ}p .$$

Then $2v^TBy=2w^Ty-y^TW_{YY}y-2y^TW_{YZ}p$, and the form reduces to

$$p^TW_{ZZ}\,p+2w^Ty=p^TW_{ZZ}\,p+\tfrac12|w+y|^2-\tfrac12|w-y|^2 .$$

An invertible change of variables preserves the numbers of positive and negative squares. Thus $K$ has the eigenvalue signs of $Z^TWZ$ together with $m$ positive and $m$ negative ones. At a minimum with nonsingular $Z^TWZ$ it has exactly $m$ negative eigenvalues, so a negative eigenvalue of $K$ is not in itself a sign of instability.

On the circle $m=1$. The program asserts one negative eigenvalue at the minimum and two at the maximum. It also asserts that replacing $W$ by $H=0$ leaves a $3\times3$ matrix of rank 2, so that an $H$-based step is not defined there.

### How fast the steps converge

Collect the unknowns in $z=(x,\lambda)$ and the residuals in $G(z)$, with derivative matrix $J$. This $J$ differs from $K$ by the sign of one block of columns, so both are singular or nonsingular together. Expanding about the current point, with the solution at $z_*$,

$$0=G(z_*)=G(z)+J(z)(z_*-z)+O(|z-z_*|^2).$$

The Newton step satisfies $J(z)(z_+-z)=-G(z)$. Substituting for $G(z)$ gives $J(z)(z_+-z_*)=O(|z-z_*|^2)$. If $K$ is nonsingular at the solution, $J(z)$ has a bounded inverse nearby, and the joint error of coordinates and multipliers is therefore squared, up to a constant factor, once the iteration is close enough. This says nothing about a distant start, and the iteration may also converge to a saddle point.

### The multiplier is the slope

Now vary the imposed values $s$. If $K$ is nonsingular at a solution, the implicit function theorem gives a smooth local branch $x^*(s)$, $\lambda(s)$. Its energy $E^*(s)=E(x^*(s))$ is the relaxed energy profile if the branch consists of constrained minima. Let $X'_{ib}=\partial x^*_i/\partial s_b$. Differentiating $c(x^*(s))=s$ gives

$$AX'=1 ,$$

with the $m\times m$ unit matrix on the right. The chain rule and (1) then give

$$\frac{\partial E^*}{\partial s_b}=\sum_ig_iX'_{ib}=\sum_a\lambda_a(AX')_{ab}=\lambda_b. \tag{4}$$

The response $X'$ has dropped out. Relaxation moves the free coordinates, but at first order the energy does not depend on how they move within the surface. One converged geometry is enough for the slope.

The multiplier belongs to the constraint as written. If $c=s$ is replaced by $f(c)=f(s)$, with $f'(s)\neq0$, the new constraint gradient is $f'(s)\nabla c$, so the new multiplier is $\lambda/f'(s)$. For a squared distance it is $\lambda/(2s)$, the slope with respect to $s^2$. It must be multiplied by $2s$ before it is read as a force along the distance.

### The curvature of the profile

Differentiate $g=A^T\lambda$ along the branch. Both $A$ and $\lambda$ change, so

$$HX'=\sum_a\lambda_a(\nabla\nabla c_a)X'+A^T\Lambda',\qquad \Lambda'_{ab}=\frac{\partial\lambda_a}{\partial s_b}.$$

Moving the first term on the right to the left turns $H$ into $W$:

$$WX'=A^T\Lambda'. $$

Multiply by $X'^T$ and use $X'^TA^T=(AX')^T=1$. Since $\Lambda'$ is the derivative of the slope (4),

$$\frac{\partial^2E^*}{\partial s_a\partial s_b}=\Lambda'_{ab}=(X'^TWX')_{ab}. \tag{5}$$

Together with $AX'=1$ the same equations read

$$K\begin{pmatrix}X'\\-\Lambda'\end{pmatrix}=\begin{pmatrix}0\\1\end{pmatrix},$$

so $\Lambda'$ is minus the lower right $m\times m$ block of $K^{-1}$, and $X'$ is the block above it.

For a single held coordinate, the rows of the free coordinates give $X'_r=-H_{rr}^{-1}H_{r1}$, and the row of $x_1$ gives

$$\Lambda'=H_{11}-H_{1r}H_{rr}^{-1}H_{r1}. \tag{6}$$

If $H_{rr}$ is positive definite, relaxation can lower the stiffness $H_{11}$ but not raise it. On the circle, $X'=\mathbf n$ and $W\mathbf n=0$, so the profile curvature is zero, in agreement with the straight line $E^*=-Fs$. The curvature along the circle is nevertheless $F/s$. These are two different curvatures, and the second still needs its general derivation.

## Second half: motion in the surface, symmetry and a three-atom test

The symbols carried over are these. The energy $E(x)$ has gradient $g$ and Hessian $H$; the constraints $c_a(x)=s_a$ have the gradient matrix $A$, whose null space is spanned by the columns of $Z$. At a constrained stationary point $g=A^T\lambda$. The Lagrangian Hessian is $W=H-\sum_a\lambda_a\nabla\nabla c_a$, and $K$ is $W$ bordered by $A$. The relaxed profile $E^*(s)$ has slope $\lambda$, and its second derivative $\Lambda'$ is minus the lower right block of $K^{-1}$.

### Curvature along the constraint surface

Let $x(t)$ be a curve that satisfies the constraints at fixed $s$ and passes through the stationary point. Two differentiations of the energy give

$$\frac{d^2E}{dt^2}=\dot x^TH\dot x+g^T\ddot x .$$

The last term would vanish at a free stationary point, where $g=0$. Here $g^T\ddot x=\sum_a\lambda_a(A\ddot x)_a$, and the constraint fixes the required part of the acceleration. Differentiating $c_a(x(t))=s_a$ twice gives

$$(A\ddot x)_a+\dot x^T(\nabla\nabla c_a)\dot x=0 .$$

Substitution yields

$$\frac{d^2E}{dt^2}=\dot x^TH\dot x-\sum_a\lambda_a\dot x^T(\nabla\nabla c_a)\dot x=\dot x^TW\dot x. \tag{7}$$

The acceleration has disappeared, so all feasible curves with the same velocity have the same energy curvature at this point. A constrained minimum requires that $Z^TWZ$ have no negative eigenvalue, and a strictly positive $Z^TWZ$ is sufficient for a strict local minimum. If no eigenvalue is negative but one is zero, higher derivatives decide.

For linear constraints $W=H$, and the ordinary Hessian, restricted to the tangent space, is enough. For the circle, (7) gives the $\pm F/s$ found by direct differentiation.

The multiplier gives the slope of the relaxed energy profile, the bordered matrix gives the Newton step and the profile's curvature, and $W$ on the tangent space gives the curvature along the constraint surface. It remains to see what using $H$ in the step costs, how rotations and translations are handled, how the results fare in a three-atom test, and where they stop.
